# Recursive Removal of Al K-alpha Satellites and Its Counting Noise

## Definitions and conventions

Let $E$ be the kinetic energy of a photoelectron, $B$ the binding energy of its level and $\omega$ the photon energy of the main line of an Al K-alpha source. The algebra is in atomic units, so $\hbar=1$ and a photon energy is written $\omega$. Numbers are in eV. With the spectrometer work function absorbed in the energy scale, the main line gives electrons at

$$E=\omega-B .$$

Without a monochromator, satellite lines of the source also reach the sample. They lie at $\omega+d_j$, with $d_j>0$ and intensity $r_j$ relative to the main line. The same level then also appears at

$$E_j=\omega+d_j-B=E+d_j .$$

A satellite copy lies at higher kinetic energy, or lower apparent binding energy, than its parent.

Let $s(E)$ be the expected spectrum from the main line alone and $m(E)$ the expected measured spectrum, both in counts per channel. An electron counted at $E$ through satellite $j$ would have appeared at $E-d_j$ under the main line. Hence

$$m(E)=s(E)+\sum_j r_j\,s(E-d_j),\qquad R=\sum_j r_j<1. \tag{1}$$

Equation (1) assumes that every electron follows the photon energy, that the detector is linear, that all source lines have the same shape, and that cross section and analyser transmission do not change over an offset. The inelastic background of a photoelectron line is copied with it, so no background need be removed first.

The worked case has $d_1=9.8$ eV, $r_1=0.06$ and $d_2=11.8$ eV, $r_2=0.03$, rough values for the K-alpha3 and K-alpha4 satellites. In atomic units the offsets are 0.360 and 0.434 hartree.

## What goes wrong with one subtraction

The naive scheme shifts the measured spectrum, scales it and subtracts it:

$$u(E)=m(E)-\sum_j r_j\,m(E-d_j).$$

Inserting (1) for both occurrences of $m$ gives

$$u(E)=s(E)+\sum_j r_js(E-d_j)-\sum_j r_js(E-d_j)-\sum_{i,j}r_ir_js(E-d_i-d_j).$$

The first-order copies cancel, leaving

$$u(E)-s(E)=-\sum_{i,j}r_ir_j\,s(E-d_i-d_j). \tag{2}$$

The fault is that the shifted spectrum contains satellites of its own. They are subtracted although the source never produced copies at those places. For two satellites the false negative copies lie at $2d_1$, $d_1+d_2$ and $2d_2$, with weights $r_1^2=0.0036$, $2r_1r_2=0.0036$ and $r_2^2=0.0009$.

One could repair this by adding back second-order copies, then subtracting third-order ones. Write $K$ for the operation $(Kf)(E)=\sum_j r_jf(E-d_j)$, so that $m=(1+K)s$. Stopping the alternating series after order $N$ gives

$$\sum_{n=0}^{N}(-K)^n(1+K)s=s-(-K)^{N+1}s,$$

because neighbouring terms cancel in pairs. The residual is at most $R^{N+1}\max s$. A better design subtracts copies of the spectrum that has already been cleaned.

## The recursive scheme

Solving (1) for its first term gives

$$s(E)=m(E)-\sum_j r_j\,s(E-d_j). \tag{3}$$

The right side needs $s$ only at lower kinetic energy. If the channels are processed upward from the low-energy end, those values are already known, except within the largest offset, $d_{\max}$, of the low-energy end, where some of them lie below the recorded window.

Let the window start at $E_0$ with channel spacing $\Delta$. The procedure is:

1. Supply a seed, an assumed $s$ extending at least $d_{\max}$ below $E_0$, with one further channel if interpolation needs it.
2. At the lowest unprocessed channel, read the cleaned spectrum, or the seed, at each $E-d_j$.
3. Subtract these values times $r_j$ from $m(E)$, store the result as $s(E)$, and move up one channel.

If $d_j/\Delta=n_j+f_j$, with integer $n_j$ and $0\le f_j<1$, linear interpolation replaces the shifted value at channel $i$ by

$$(1-f_j)s_{i-n_j}+f_js_{i-n_j-1}.$$

Both channels lie below $i$ when $d_j\geq\Delta$, so the order of calculation survives.

Linear interpolation of a smooth function errs by at most $\Delta^2\max|s''|/8$. If $\epsilon$ is the largest resulting error in the output and the seed is correct, (3) gives $\epsilon\le R(\epsilon+\Delta^2\max|s''|/8)$. Therefore

$$\epsilon\le\frac{R\,\Delta^2\max|s''|}{8(1-R)}. \tag{4}$$

With offsets of 9.83 and 11.77 eV on a 0.1 eV grid, the largest error was 3.7 counts against a bound of 7.5. Rounding the offsets to 9.8 and 11.8 eV gave 40 counts. The highest true channel holds 21553 counts.

## The missing spectrum below the window

A seed of zero is a poor choice when the window begins on a background. If $s$ has a constant value $c$ there, (1) gives $m=c(1+R)$. A suitable flat seed is therefore the mean of the first few measured channels divided by $1+R$. The example uses twenty channels.

Let $e$ be the output error due to the seed. Subtracting the true equation (3) from the one actually evaluated removes $m$:

$$e(E)=-\sum_j r_j\,e(E-d_j).$$

Suppose the seed error is nowhere larger than $\varepsilon$. In the first channel every argument lies in the seed, so $|e|\le R\varepsilon$. In later channels an argument lies either in the seed or in a processed channel, where the error is at most $R\varepsilon<\varepsilon$. Thus $|e|\le R\varepsilon$ throughout the window.

Now suppose $|e|\le R^k\varepsilon$ for all $E\ge E_0+(k-1)d_{\max}$. For $E\ge E_0+kd_{\max}$, every $E-d_j$ lies in the former range, and the sum gains another factor $R$. By induction,

$$|e(E)|\le R^k\varepsilon\quad\text{for}\quad E\ge E_0+(k-1)d_{\max}. \tag{5}$$

For an offset between channels, $d_{\max}$ is to be rounded up to the next channel.

In the example $E_0=930$ eV. The zero seed is wrong by up to 2704 counts, and its largest output error is 243 counts, equal to $0.09\times2704$. Above 953.6 eV, which is $E_0+2d_{\max}$, the error is at most 1.97 counts, in agreement with $0.09^3\times2704$. The flat seed is wrong by up to 1.9 counts and causes at most 0.15 count of output error. A line just below the window would spoil a flat seed; the window should then start lower, or the first two or three lengths $d_{\max}$ should be discarded.

The direction of the recursion matters. From the high-energy end one would have to solve for the most distant copy:

$$s(E-d_2)=\frac{m(E)-s(E)-r_1s(E-d_1)}{r_2}.$$

The division by a small ratio is the warning. To see the general behaviour, try an error $e_i=z^i$ in channel $i$, with integer shifts $n_j$. It obeys

$$1+\sum_j r_jz^{-n_j}=0.$$

If $|z|\ge1$, the sum has magnitude at most $R<1$ and cannot equal $-1$. Hence every root has $|z|<1$: each mode decays upward and grows downward. When all channels in the top 11.8 eV were wrong by one count, the downward run reached an error of $8\times10^{11}$ counts within the window.

## The inverse kernel and the noise

To follow noise, one needs the response $g$ of the recursion to a single count. Let $T_j$ shift a spectrum upward by $d_j$. Then $K=r_1T_1+r_2T_2$, and since $R<1$,

$$(1+K)^{-1}=\sum_{n=0}^{\infty}(-1)^n(r_1T_1+r_2T_2)^n.$$

The shifts commute, so the binomial theorem applies. Writing $n=a+b$, with $a$ shifts by $d_1$ and $b$ by $d_2$, gives

$$g_{ab}=(-1)^{a+b}\binom{a+b}{a}r_1^ar_2^b
\quad\text{at shift }ad_1+bd_2. \tag{6}$$

The leading weights are $1$, $-r_1$ and $-r_2$. The naive scheme keeps these three and drops the rest.

Let the measured channels be independent Poisson variables with means $m_k$. Away from seed effects, the cleaned value is $\hat s_i=\sum_kg_{i-k}N_k$, where $N_k$ is the observed count. Independence and the Poisson variance $m_k$ give

$$C_{il}=\operatorname{Cov}(\hat s_i,\hat s_l)=\sum_k g_{i-k}\,g_{l-k}\,m_k. \tag{7}$$

The variance at one channel is

$$C_{ii}=m_i+r_1^2m_{i-n_1}+r_2^2m_{i-n_2}+\cdots .$$

Subtraction removes the mean of the satellite but not its counting fluctuations, and adds a little noise from the subtracted channels. The cleaned spectrum is no longer Poisson distributed: its variance follows $m$, not $s$. A fit should therefore take its variances from (7), not from the cleaned counts. Because the cleaned channels are also correlated, exact parameter errors need the full matrix $C_{il}$.

For noise of uniform variance, the gain is $G=\sum_kg_k^2$. If different pairs $(a,b)$ give different shifts,

$$G=\sum_{a,b}\binom{a+b}{a}^2x^ay^b,\qquad x=r_1^2,\quad y=r_2^2.$$

This sum is the average of $|1+r_1e^{i\alpha}+r_2e^{i\beta}|^{-2}$ over independent angles, because cross terms with different powers of $e^{i\alpha}$ or $e^{i\beta}$ average to zero. Put $c=1+r_2e^{i\beta}$. Since $|c|\ge1-r_2>r_1$, a geometric series in $r_1e^{i\alpha}/c$ converges, and the average over $\alpha$ is

$$\frac1{|c|^2}\sum_{n=0}^{\infty}\left(\frac{x}{|c|^2}\right)^n
=\frac1{|c|^2-x}
=\frac1{1+y-x+2r_2\cos\beta}.$$

The average of $1/(P+Q\cos\beta)$ is $1/\sqrt{P^2-Q^2}$ for $P>|Q|$. With $P=1+y-x$ and $Q=2r_2$,

$$P^2-Q^2=(1+y-x)^2-4y=(1-x-y)^2-4xy,$$

and hence

$$G=\frac1{\sqrt{(1-x-y)^2-4xy}}. \tag{8}$$

For one satellite, $y=0$ and $G=1/(1-r_1^2)$. The gain diverges as $r_1\to1$, where the recursion ceases to forget. For weak satellites $G\simeq1+r_1^2+r_2^2$. Here $G=1.0045$, so the standard deviation rises by 0.23%. That small figure compares the noise before and after subtraction; it does not compare the source with a satellite-free one.

Equation (7) also predicts correlations. For channels separated by $d_1$, the leading term has $k=i$:

$$C_{i,i+n_1}\simeq-r_1m_i.$$

An upward fluctuation in a line causes too much to be subtracted under its copy.

For an area $A=\sum_iw_i\hat s_i$, the variance is $\sum_{il}w_iC_{il}w_l$. The covariance can matter when a region contains a line and all its copies. Take equal weights, no background subtraction, and a range wide enough to hold the whole response. Summing (6) gives $\sum_kg_k=1/(1+R)$, so the variance of the summed counts is $\sum_km_k/(1+R)^2$. Using the diagonal alone would give $G\sum_km_k$. The standard deviation would then be too large by the factor $(1+R)\sqrt G\simeq1.09$.

## Test on a vanadium surface with oxygen

The synthetic spectrum represents a vanadium surface carrying oxygen. This system suits the problem because the O 1s satellites fall under V 2p. With $\omega=1487$ eV, the lines are:

| Line | $B$ (eV) | $E$ (eV) | Area (counts eV) | Copies (eV) |
|---|---:|---:|---:|---:|
| O 1s | 530.0 | 957.0 | 30000 | 966.8, 968.8 |
| V 2p1/2 | 520.0 | 967.0 | 10000 | 976.8, 978.8 |
| V 2p3/2 | 512.5 | 974.5 | 20000 | 984.3, 986.3 |

An area here is the integral over energy of counts per channel. The lines are Voigt functions with inelastic steps, on a baseline of 1500 counts. The measured spectrum was made by evaluating these continuous functions at shifted energies. With the true seed, recursion returned the known spectrum to rounding error.

Areas were taken above a straight line joining the mean levels of the ten channels at each region end. The O region is 952.0–961.5 eV and the V region 962.0–980.5 eV; both were held fixed. The noiseless results are:

| Spectrum | O area | V area | O/V |
|---|---:|---:|---:|
| True | 28677 | 28333 | 1.012 |
| Raw | 28671 | 31179 | 0.920 |
| One-pass | 28677 | 28248 | 1.015 |
| Recursive | 28677 | 28333 | 1.012 |

The raw V area is too large by $31179-28333=2846$ counts eV, or 10.0% of the true area. The full copies of O 1s and V 2p1/2 would contribute $0.09\times(30000+10000)=3600$ counts eV. The net change also includes their inelastic steps, the wings outside the region and the shift of the straight background. The O/V ratio falls by 9.1%. It contains no sensitivity factors and is not a composition.

One-pass subtraction leaves a residual of up to 92 counts and lowers the V area by 0.3%. The counting error of that area is 191 counts eV, or 0.7%, so in a single spectrum of this quality the bias of the area, 86 counts eV, is smaller than its noise. This holds for the area only; the false negative copies may still be visible in the spectrum. With the source and regions unchanged, the relative bias would equal the relative standard deviation of the area after about $(191/86)^2\simeq5$ times the counting time. Recursion removes this bias with no additional source parameters.

Noise was tested with 10000 independent Poisson spectra. Above 943 eV, the simulated variance divided by that from (7) averaged 1.001 over channels, and no channel mean differed from the true spectrum by more than 2.8 standard errors.

The channel at 984.3 eV, under the first copy of V 2p3/2, shows what subtraction cannot restore. The true level is 1517 counts and the measured level 2455. The noise after removal is 50.1 counts by (7) and 50.4 in the simulation. A satellite-free source with the same main-line signal would give $\sqrt{1517}=38.9$ counts. Matching its relative precision here takes $(50.1/38.9)^2\simeq1.7$ times the counting time. The correlation with the parent channel at 974.5 eV is $-0.145$ by formula and $-0.139$ in the simulation, whose standard error is about 0.01.

For the V area, the noise is 191.2 counts eV with covariance and 190.2 without it. In these regions the correlations hardly matter, unlike in the wide-range limit above. The satellite-free value is 178.9 counts eV, so the satellites cost 7% in standard deviation even after correct removal.

## Errors in the source parameters

Let the recursion use $r_j+\delta r_j$ and $d_j+\delta d_j$, and let its output be $s+e$. The equation it solves is

$$s(E)+e(E)+\sum_j(r_j+\delta r_j)(s+e)(E-d_j-\delta d_j)=m(E).$$

Use $s(E-d_j-\delta d_j)\simeq s(E-d_j)-\delta d_j\,s'(E-d_j)$, subtract (1), and drop products of small errors:

$$e(E)+\sum_jr_je(E-d_j)=\sum_j\left[-\delta r_j\,s(E-d_j)+r_j\delta d_j\,s'(E-d_j)\right]. \tag{9}$$

A ratio set too high leaves a negative copy. An offset set too large leaves a derivative shape: positive on the low-energy side of the copy, where $s'>0$, and negative on the other. The leading derivative term integrates to nearly zero if the region contains the whole copy and the levels on its two sides are nearly equal.

Raising $r_1$ from 0.060 to 0.063 gave a largest error of 64 counts, as (9) predicts. Raising $d_1$ by 0.1 eV gave 121 counts, against 120.5 from (9). Both errors belong to the first O 1s copy. The ratio error is largest at its centre, 966.8 eV. The offset error passes through zero near the centre and is largest on the high-energy flank, at 967.4 eV. The V area changes by −0.34% for the ratio error and by only −0.04% for the offset error. Ratios and offsets are best determined on the same source, from a strong isolated line.

## Where the source model fails

An Auger electron has a kinetic energy fixed by the atom, not by the photon. It has no satellite copies, but the recursion subtracts one for each $r_j$. For an isolated Auger line of 1000 counts and 1.2 eV full width at half maximum, the deepest false dip was 60 counts, equal to $r_1\times1000$. Real Auger lines are often broader, and their two false copies then overlap: for a Gaussian line 5 eV wide the dip is 82 counts. Such a line must be modelled and removed first, or the affected energies excluded. A flat background unrelated to photon energy is less harmful: away from the seed, a constant $b$ becomes $b/(1+R)$, so 200 counts become 183. A straight background removes either constant.

The line positions, offsets and ratios above are rough values for the real case; the widths, areas and baseline are chosen. A real vanadium surface may also have asymmetric metal lines and shifted oxide components. These do not invalidate (1), provided that each satellite copies them faithfully. Real sources break the assumption of two satellites with the main-line shape. The following trials added one neglected effect at a time, while the recursion still used the two-satellite model:

| Neglected effect | Largest residual (counts) | V-area bias |
|---|---:|---:|
| Lines of 0.4% at 20 eV and 0.3% at 23.5 eV | 93 | −0.7% |
| K-beta, 0.5% at 70 eV | 12 | below 0.001% |
| Satellites with extra broadening | 220 | −0.1% |
| Cross section and transmission | 41 | −0.3% |

The broadening is a convolution with a Gaussian of 1 eV full width at half maximum, which adds less than 1 eV to the total width. The last row assumes a cross section varying as the inverse cube of photon energy and a transmission varying as inverse kinetic energy; both are rough laws. Ratios calibrated near the same kinetic energy would absorb most of that effect.

The first row has an unexpected sign: extra intensity lowers the V area. One O 1s copy lies at $957.0+23.5=980.5$ eV, at the very end of the region, where it raises the straight background. A rise of $q$ counts in the mean of the last ten channels removes $18.6q/2=9.3q$ counts eV, since the region holds 186 channels of 0.1 eV. The copies themselves add about $0.004\times30000+\tfrac12\times0.003\times30000=165$ counts eV. The net loss of about 197 then requires $q\simeq39$ counts. The computed rise, relative to the low-energy end of the region, is 38 counts. Moving the upper end to 982.5 eV, beyond this copy, does not cure the bias: it becomes about +0.7%, because the region then takes in both weak copies of O 1s. The cure is to include the weak lines in the recursion.

The K-beta result holds for the lines included here. A strong level 70 eV below the analysed region in kinetic energy would place a real peak in it. Detector nonlinearity was not sized; it must be corrected before (1) is used.

With the V region ending at 980.5 or 982.5 eV, the two weak lines in the table cost as much accuracy as the counting noise of the V area. With the region ending at 979.0 eV their bias is +0.25%. The table is not a complete list for a real source. An Al source also emits a K-alpha' line, roughly 1% at 5.6 eV. Leaving it out of the recursion would lower the V area here by about 7.5%, because its copies of O 1s and V 2p3/2, at 962.6 and 980.1 eV, fall at the two ends of the region and raise the straight background. The two-satellite model is therefore not accurate enough for the V area taken between these ends with a real source. The size of the bias depends strongly on where the ends fall: it is −2.6% for 960.5–980.5 eV, +0.8% for 964.0–982.5 eV and −0.1% for 964.0–979.0 eV. The residual of up to 213 counts stays in the spectrum whichever region is chosen. All these lines can be included in (3) as further pairs $(r_j,d_j)$. The seed must then reach below the window by the largest offset, 70 eV if K-beta is included, and must contain any photoelectron line in that range. A flat seed would miss such a line and leave its copy in the result. The numerical output below gives the remaining inputs and results.

## Numbers as computed

```
Satellite offsets (eV): [ 9.8 11.8]  (hartree): [0.3601 0.4336]
Satellite ratios: [0.06 0.03]  sum R: 0.09
Photon energy 1487 eV; window 930 to 1000 eV; step 0.1 eV
Gaussian sigma 0.5 eV; baseline 1500 counts; tail 0.02 per eV
O 1s: binding 530.0 eV, kinetic 957.0 eV, area 30000 counts eV, half width 0.15 eV, copies at 966.8, 968.8 eV
V 2p1/2: binding 520.0 eV, kinetic 967.0 eV, area 10000 counts eV, half width 0.5 eV, copies at 976.8, 978.8 eV
V 2p3/2: binding 512.5 eV, kinetic 974.5 eV, area 20000 counts eV, half width 0.15 eV, copies at 984.3, 986.3 eV
Area regions (eV): O 952.0-961.5, V 962.0-980.5
Highest true channel: 21553 counts
Largest error with true seed: 1.3e-10 counts
flat seed: seed error 1.88, largest output error 0.149, beyond 953.6 eV 9.97e-04 counts
zero seed: seed error 2703.59, largest output error 243.311, beyond 953.6 eV 1.97e+00 counts
Backward run, growth of a one-count error: 7.9e+11
One-pass largest residual: 91.6 counts
Areas true: O 28676.7, V 28333.3 counts eV; O/V 1.0121
Areas raw: O 28671.4, V 31178.7 counts eV; O/V 0.9196
Areas one-pass: O 28676.7, V 28247.5 counts eV; O/V 1.0152
Areas recursive: O 28676.7, V 28333.3 counts eV; O/V 1.0121
Uniform-noise variance gain: 1.00453; standard-deviation gain: 1.00226
At 984.3 eV: true 1517.3, measured 2454.7 counts
  noise after removal 50.10, simulated 50.41, satellite-free source 38.95 counts
Correlation 974.5 with 984.3 eV: formula -0.1453, simulated -0.1392
Simulated spectra: 10000; mean variance ratio 1.0008; largest mean deviation 2.77 standard errors
O area noise (counts eV): full 113.92, simulated 112.49, no covariance 113.93, raw 113.72, satellite-free 109.71
V area noise (counts eV): full 191.21, simulated 192.46, no covariance 190.24, raw 189.68, satellite-free 178.93
Ratio error 0.003: largest error 64.0, first order 64.0 counts
Offset error 0.1 eV: largest error 120.9, first order 120.5 counts
Offsets [ 9.83 11.77] eV: interpolation error 3.71, bound 7.48, rounding error 39.85 counts
Auger line of 1000 counts: false dip -60.01 counts
Unreplicated flat 200 counts becomes 183.49 counts
Neglected: weak lines 0.4% at 20 eV, 0.3% at 23.5 eV; K-beta 0.5% at 70 eV
Neglected: cross-section power -3, transmission power -1
weaker satellites: largest residual 93.1 counts; area bias O -0.000%, V -0.697%
K-beta: largest residual 12.4 counts; area bias O -0.000%, V -0.000%
1 eV broader satellites: largest residual 220.3 counts; area bias O -0.001%, V -0.108%
cross section, transmission: largest residual 40.8 counts; area bias O 0.001%, V -0.304%
```
